\section*{The Square-Root-Permittivity Preconditioner for the Generalised Poisson Equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{The operator identity and the periodic cell}

\textbf{Q.} Which equation is to be solved, and in what convention?

\textbf{A.} The electrostatic equation of a charge in a medium whose permittivity varies in space. Let $\varepsilon(\mathbf r)$ be the relative permittivity, taken to be a positive scalar function, twice differentiable and periodic in a supercell of volume $V$. Let $n(\mathbf r)$ be the number density of positive unit charges, and $\phi$ the potential energy of a positive unit test charge. In Rydberg atomic units, where $e^2=2$,
\begin{equation}
A\phi=b,\qquad A=-\nabla\cdot(\varepsilon\nabla),\qquad b=4\pi e^2(n-\langle n\rangle)=8\pi(n-\langle n\rangle).
\end{equation}
Angle brackets denote the cell average. Subtracting $\langle n\rangle$ adds a uniform neutralising background. It is needed because $\int A\phi\,d^3r=0$: the integral of a divergence over a periodic cell vanishes, so a source with net charge would have no periodic solution.

With $(f,g)=\int fg\,d^3r$ over the cell, integration by parts gives
\begin{equation}
(f,A\phi)=\int\varepsilon\,\nabla f\cdot\nabla\phi\,d^3r .
\end{equation}
The right side is symmetric in $f$ and $\phi$, so $A$ is symmetric. For $f=\phi$ it is non-negative and vanishes only for constant $\phi$. The solution is therefore fixed up to an additive constant.

\textbf{Q.} If $\varepsilon$ were constant, a Fourier transform would finish the job. Why not use one here?

\textbf{A.} For constant $\varepsilon$ each plane wave is an eigenfunction of $A$, with eigenvalue $\varepsilon k^2$. When $\varepsilon$ varies, the product $\varepsilon\nabla\phi$ mixes plane waves and the inversion is no longer a division. An iterative method can then be sped up by a substitute operator $P$ that resembles $A$ and can be inverted with Fourier transforms.

We can let the requirements choose $P$. It should be symmetric, contain the Laplacian as its sole differential operator, and have the same second-derivative term as $A$, namely $-\varepsilon\nabla^2$. Putting one multiplier $a(\mathbf r)$ on each side of the Laplacian, $P=-a\nabla^2a$, keeps it symmetric. Its second-derivative term is $-a^2\nabla^2$, so $a^2=\varepsilon$. Define
\begin{equation}
s=\sqrt{\varepsilon},\qquad P\phi=-s\,\nabla^2(s\phi).
\end{equation}

\textbf{Q.} That matches the second derivatives. The first derivatives could still be wrong, and they matter wherever $\varepsilon$ has a gradient.

\textbf{A.} Expand and see. The product rule gives $\nabla(s\phi)=s\nabla\phi+\phi\nabla s$. Taking the divergence, each of the two terms yields a factor $\nabla s\cdot\nabla\phi$:
\begin{equation}
\nabla^2(s\phi)=s\nabla^2\phi+2\nabla s\cdot\nabla\phi+\phi\nabla^2s .
\end{equation}
Multiply by $s$:
\begin{equation}
s\nabla^2(s\phi)=s^2\nabla^2\phi+2s\nabla s\cdot\nabla\phi+\phi\,s\nabla^2s .
\end{equation}
On the other side, $\nabla\varepsilon=\nabla(s^2)=2s\nabla s$, hence
\begin{equation}
\nabla\cdot(\varepsilon\nabla\phi)=s^2\nabla^2\phi+2s\nabla s\cdot\nabla\phi .
\end{equation}
The first-derivative terms agree as well. Subtracting the two lines and changing the overall sign,
\begin{equation}
\boxed{A=P+q,\qquad q=s\nabla^2s=\sqrt{\varepsilon}\,\nabla^2\sqrt{\varepsilon}.}
\end{equation}
What $P$ misses contains no derivative of $\phi$: it multiplies $\phi$ by a known function. The sign depends on the convention. For $A=-\nabla\cdot(\varepsilon\nabla)$ the remainder is $+q$; for the operator $\nabla\cdot(\varepsilon\nabla)$ it is $-q$.

\textbf{Q.} Where is this remainder large?

\textbf{A.} Where $s$ has curvature. In terms of the permittivity, $\nabla s=\nabla\varepsilon/(2s)$, and a second differentiation gives
\begin{equation}
\nabla^2s=\frac{\nabla^2\varepsilon}{2s}-\frac{\nabla\varepsilon\cdot\nabla s}{2s^2}
=\frac{\nabla^2\varepsilon}{2s}-\frac{|\nabla\varepsilon|^2}{4s^3},
\qquad
q=\frac{\nabla^2\varepsilon}{2}-\frac{|\nabla\varepsilon|^2}{4\varepsilon}.
\end{equation}
In a uniform region $q=0$, whatever the value of $\varepsilon$ there. It also vanishes where $s$ varies linearly, although $\varepsilon$ is then quadratic. The remainder lives in interfaces.

The derivation used a scalar $\varepsilon$. For a permittivity tensor the second-derivative term is $-\sum_{ij}\varepsilon_{ij}\partial_i\partial_j$, which no scalar multiplier around $\nabla^2$ can reproduce unless the tensor is isotropic.

\textbf{Q.} Now invert $P$. I suspect trouble: $P\phi=0$ for $\phi=1/s$, whereas $A\phi=0$ for a constant. The null functions differ.

\textbf{A.} They do, and this needs care. Solving $Pz=r$ means $-\nabla^2(sz)=r/s$, which has a periodic solution only if $\langle r/s\rangle=0$. A residual $r=b-A\phi$ instead satisfies $\langle r\rangle=0$. So $P^{-1}r$ does not exist in general.

Let $G$ be the operator that divides each Fourier component with $\mathbf k\ne0$ by $k^2$ and sets the $\mathbf k=0$ component to zero. Use
\begin{equation}
z=Mr=s^{-1}G(s^{-1}r).
\end{equation}
This is a division by $s$, a forward and a backward Fourier transform with a division by $k^2$ between them, and another division by $s$. $M$ is symmetric, and
\begin{equation}
(r,Mr)=(s^{-1}r,\,G\,s^{-1}r)\ge0 .
\end{equation}
Equality requires $s^{-1}r$ to be constant, so $r=cs$. But $\langle r\rangle=0$ while $\langle s\rangle>0$, hence $c=0$. On the space of residuals $M$ is strictly positive, which is what conjugate gradients need.

\textbf{Q.} Positive, yes. But you discarded a Fourier component. Does the iteration still reach a solution of the original equation?

\textbf{A.} Factor $M$. Let $G^{1/2}$ divide by $|\mathbf k|$ and remove the mean, and set $X=s^{-1}G^{1/2}$. Its transpose is $X^{T}=G^{1/2}s^{-1}$, and $M=XX^{T}$. Seek $\phi=Xy$ with $y$ of zero mean, and consider
\begin{equation}
By=X^{T}b,\qquad B=X^{T}AX .
\end{equation}
First, $B$ is positive. The form $(y,By)=(\phi,A\phi)$ vanishes only if $\phi=Xy$ is a constant $c$, that is, $G^{1/2}y=cs$. The left side has zero mean, so $c=0$ and then $y=0$.

Second, a solution of this equation solves the original one. It satisfies $G^{1/2}s^{-1}(b-A\phi)=0$, so $s^{-1}(b-A\phi)$ is constant. By the argument just used for $r=cs$, the residual vanishes.

The discarded component has one visible effect. Since $s\phi=G^{1/2}y$ has zero mean, the solution comes out with
\begin{equation}
\int s\,\phi\,d^3r=0 .
\end{equation}
This selects the additive constant. It does not affect the field, nor the energy of a neutral source.

\textbf{Q.} How do conjugate gradients for $B$ turn into an iteration that uses $M$?

\textbf{A.} Start from $y=0$, with residual $\rho_0=X^{T}b$ and direction $d_0=\rho_0$. Each step is
\begin{align}
\alpha_m&=\frac{(\rho_m,\rho_m)}{(d_m,Bd_m)},& y_{m+1}&=y_m+\alpha_md_m,\\
\rho_{m+1}&=\rho_m-\alpha_mBd_m,& d_{m+1}&=\rho_{m+1}+\beta_md_m,
\end{align}
with $\beta_m=(\rho_{m+1},\rho_{m+1})/(\rho_m,\rho_m)$. Put $\phi_m=Xy_m$, $p_m=Xd_m$ and $\rho_m=X^{T}r_m$. Then $(\rho_m,\rho_m)=(r_m,Mr_m)=(r_m,z_m)$ and $(d_m,Bd_m)=(p_m,Ap_m)$. The iteration becomes
\begin{align}
\alpha_m&=\frac{(r_m,z_m)}{(p_m,Ap_m)},& \phi_{m+1}&=\phi_m+\alpha_mp_m,\\
r_{m+1}&=r_m-\alpha_mAp_m,& p_{m+1}&=z_{m+1}+\beta_mp_m,
\end{align}
where $z_m=Mr_m$ and $\beta_m=(r_{m+1},z_{m+1})/(r_m,z_m)$. The square root $G^{1/2}$ has disappeared from the working formulas.

\textbf{Q.} What makes these coefficients good ones?

\textbf{A.} They keep $\rho_m$ orthogonal to all earlier directions, and the directions mutually orthogonal in the sense $(d_i,Bd_j)=0$. Suppose both hold up to step $m$. Since $d_m=\rho_m+\beta_{m-1}d_{m-1}$, we have $(d_m,\rho_m)=(\rho_m,\rho_m)$, and the choice of $\alpha_m$ gives $(d_m,\rho_{m+1})=0$. For $j<m$, $(d_j,\rho_{m+1})=-\alpha_m(d_j,Bd_m)=0$. The first property continues.

For the second, note $Bd_j=(\rho_j-\rho_{j+1})/\alpha_j$, and that each residual is a combination of directions up to its own index. So for $j<m$, $\rho_{m+1}$ is orthogonal to $Bd_j$, and $(d_{m+1},Bd_j)=0$. For $j=m$,
\begin{equation}
(d_{m+1},Bd_m)=-\frac{(\rho_{m+1},\rho_{m+1})}{\alpha_m}+\beta_m\frac{(\rho_m,\rho_m)}{\alpha_m}=0 .
\end{equation}
Now let $y_*$ be the solution and $y'$ any element of the space spanned by $d_0,\dots,d_{m-1}$. As $B(y_*-y_m)=\rho_m$ is orthogonal to that space, the cross term drops out of
\begin{equation}
\|y_*-y'\|_B^2=\|y_*-y_m\|_B^2+\|y_m-y'\|_B^2,\qquad \|y\|_B^2=(y,By).
\end{equation}
Thus $y_m$ has the smallest error available in the space. In terms of the potential, the squared error is $\int\varepsilon|\nabla(\phi_*-\phi_m)|^2d^3r$, which is proportional to the field energy of the error.

\textbf{Q.} Does the identity $A=P+q$ save any work in the iteration itself?

\textbf{A.} It can replace the differentiation. For $z=Mr$ we have $sz=G(s^{-1}r)$, and $-\nabla^2G$ returns a function without its mean. Therefore
\begin{equation}
Pz=s\left(\frac rs-\left\langle\frac rs\right\rangle\right),\qquad
Az=r-s\left\langle\frac rs\right\rangle+qz .
\end{equation}
The direction then follows from $Ap_{m+1}=Az_{m+1}+\beta_mAp_m$. The mean term belongs to the periodic cell. If $\phi$ is held at zero on the boundary of a finite box, $-\nabla^2$ is invertible and the term is absent.

\textbf{Q.} Your proof used the product rule, which finite differences do not obey. Is the remainder still diagonal on a grid?

\textbf{A.} It is, for a suitable permittivity on the faces between grid points. On a cubic grid of spacing $h$, let $j$ run over the six neighbours of point $i$, and write the flux form
\begin{equation}
(A\phi)_i=\frac1{h^2}\sum_j\varepsilon_{ij}(\phi_i-\phi_j),\qquad
(P\phi)_i=\frac{s_i}{h^2}\sum_j(s_i\phi_i-s_j\phi_j).
\end{equation}
Choose the geometric mean, $\varepsilon_{ij}=s_is_j$. The terms in $\phi_j$ cancel in the difference:
\begin{equation}
(A\phi-P\phi)_i=\frac{s_i}{h^2}\sum_j(s_j\phi_i-s_i\phi_i)
=s_i\left[\frac1{h^2}\sum_j(s_j-s_i)\right]\phi_i .
\end{equation}
The bracket is the grid Laplacian of $s$. The identity holds at any spacing, with $G$ built from the grid eigenvalues of $-\nabla^2$. The arithmetic mean differs by
\begin{equation}
\tfrac12(s_i^2+s_j^2)-s_is_j=\tfrac12(s_i-s_j)^2,
\end{equation}
and so leaves off-diagonal entries of size $(s_i-s_j)^2/(2h^2)$.

A test used independent random values of $s$ between 1 and 2 on a $6\times6\times6$ grid with $h=0.5$ nm. With geometric means the largest error of the identity was $6.4\times10^{-14}\ \mathrm{nm^{-2}}$. With arithmetic means the largest off-diagonal remainder was $1.874\ \mathrm{nm^{-2}}$, as the formula requires. On the same grid $MA$ had one eigenvalue at $8\times10^{-17}$, zero to rounding, and the next at $0.58$.

\textbf{Q.} Is the geometric mean also right at an abrupt boundary?

\textbf{A.} No. For smooth $s$ it agrees with the midpoint permittivity to order $h^2$. At a jump from 1 to 12 it gives $\sqrt{12}\approx3.46$, whereas two half-cells in series give $2/(1+1/12)\approx1.85$ for flux crossing the face. The interface has to be resolved by the grid.

\section{Spectrum, convergence and a charged slab}

\textbf{Q.} Before we discuss speed, restate what we have.

\textbf{A.} The equation is $A\phi=b$ with $A=-\nabla\cdot(\varepsilon\nabla)$ in a periodic cell, and $s=\sqrt\varepsilon$. The identity is $A=P+q$, with $P=-s\nabla^2s$ acting as an operator product and $q=s\nabla^2s$ a multiplying function. $G$ inverts $-\nabla^2$ on functions of zero mean and removes the mean. The preconditioner is $M=s^{-1}Gs^{-1}$. Preconditioned conjugate gradients for $A$ are ordinary conjugate gradients for $B=G^{1/2}s^{-1}As^{-1}G^{1/2}$, which is positive on functions of zero mean. The iterate has the smallest error, in the norm $(y,By)^{1/2}$, that its search space allows.

\textbf{Q.} A remainder without derivatives sounds harmless, but $q$ may be large. Why should the iteration be fast?

\textbf{A.} Because it acts strongly on long waves alone. Divide the identity by $s$ on both sides:
\begin{equation}
s^{-1}As^{-1}=-\nabla^2+W,\qquad W=\frac{q}{s^2}=\frac{\nabla^2s}{s}.
\end{equation}
This is a Schrödinger operator with potential $W$, and $s$ is its zero-energy state, since $-\nabla^2s+Ws=0$. That state is the constant potential $\phi=1$ in the variable $u=s\phi$. There are no negative energies, because $(u,(-\nabla^2+W)u)=\int\varepsilon|\nabla(u/s)|^2d^3r$.

On functions of zero mean, $G^{1/2}(-\nabla^2)G^{1/2}=1$. Hence
\begin{equation}
B=1+K,\qquad K=G^{1/2}WG^{1/2},
\end{equation}
where the mean is removed after $K$ acts. Between plane waves $\mathbf k$ and $\mathbf k'$, $K$ carries the factor $1/(|\mathbf k||\mathbf k'|)$. Short waves hardly feel it, and refining a grid adds short waves.

\textbf{Q.} Can you count the eigenvalues that stay away from 1?

\textbf{A.} Bound them. Let $W_+=\max W$. For any $y$ of zero mean,
\begin{equation}
(y,Ky)=\int W\,|G^{1/2}y|^2d^3r\le W_+\,(y,Gy).
\end{equation}
The $j$-th largest eigenvalue of a symmetric operator is the maximum, over $j$-dimensional subspaces, of the smallest Rayleigh quotient in the subspace. An inequality between quadratic forms therefore carries over to the ordered eigenvalues. Those of $G$ are $1/k_j^2$, with the nonzero wavevectors ordered by length, so the $j$-th largest eigenvalue of $K$ is at most $W_+/k_j^2$. It can exceed $\delta$ only if $k_j^2<W_+/\delta$. The same argument for $-K$, with $W_-=\min W$, gives
\begin{equation}
N(|\lambda-1|>\delta)\le
\#\{0<k^2<W_+/\delta\}+\#\{0<k^2<|W_-|/\delta\}.
\end{equation}
Both signs of $W$ occur unless $s$ is constant, because $\int sW\,d^3r=\int\nabla^2s\,d^3r=0$. The right side counts plane waves below fixed lengths and does not grow without limit on refinement. The smallest eigenvalue also stays away from zero. The eigenvalues of $K$ can accumulate only at 0, so $-1$ could be approached only by being an eigenvalue, and $B$ has no zero eigenvalue.

\textbf{Q.} Give me a case with numbers, in units I can picture.

The preconditioner $M=s^{-1}Gs^{-1}$ leads to a solution of the original equation, and the number of eigenvalues of $B$ farther than a fixed distance from 1 stays bounded as the grid is refined. What remains is to test this on a charged slab, compare it with using $G$ alone, and see what the computed energy says about a real material.
